**Mean ion speed and the Bohm criterion for two cold beams**

For cold ion beams of one mass, with density fractions f_j and speeds u_j in Bohm speeds, a field-free sheath edge requires S = Σ f_j/u_j² ≤ 1. Equal beams at 0.6 and 2.0 have mean speed 1.3 but S = 1.514, whereas beams at 0.8 and 1.8 have the same mean and S = 0.936. The program asserts that integrating Poisson's equation gives a spatial oscillation for the first pair and a monotone sheath for the second. It also asserts the edge field needed to cross the first pair's potential barrier, and checks the criterion on random sets of four beams. Eigenvalues of the linearized ion equations confirm that the first pair supports an upstream long wave and the second does not. The output also sizes beam temperature, collisions, electron loss and two-stream growth for round plasma-processing parameters. The warm beams in the example have S = 1.739 and a two-stream growth time of 0.09 μs, so the pair is a counterexample to a static implication, not a lasting plasma state.

## Check in Python

```python
"""
Result under test: a supersonic MEAN ion speed does not guarantee the Bohm
criterion. For cold beams of one ion mass with density fractions f_j and speeds
u_j (in Bohm speeds), a field-free sheath edge needs
        S = sum_j f_j / u_j**2 <= 1.
Equal beams at 0.6 and 2.0 have mean speed 1.3 but S > 1.

Symbols: chi = -e*phi/(k*Te), rising toward the wall; lengths in electron Debye
lengths; speeds in Bohm speeds sqrt(k*Te/M); frequencies in ion plasma
frequencies; fields in k*Te/(e*Debye length); kappa = wavenumber*Debye length;
tau = beam temperature / electron temperature.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erf

HALF = np.array([0.5, 0.5])
BAD = np.array([0.6, 2.0])
CONTROL = np.array([0.8, 1.8])
STABLE_BAD = np.array([0.6, 2.8])


def bohm_sum(speeds, fractions=HALF, tau=0.0):
    return float(np.sum(fractions / (np.asarray(speeds)**2 - 3 * tau)))


def charge(chi, speeds, fractions=HALF):
    """Ion minus electron density from flux and energy conservation."""
    ions = np.sum(fractions / np.sqrt(1 + 2 * chi / speeds**2))
    return ions - np.exp(-chi)


def field_energy(chi, speeds):
    """Closed form of the integral of the charge from 0 to chi."""
    ions = np.sum(HALF * speeds**2 * (np.sqrt(1 + 2 * chi / speeds**2) - 1))
    return ions + np.exp(-chi) - 1


def poisson(speeds, start, length, events=None):
    return solve_ivp(lambda x, y: [y[1], charge(y[0], speeds)],
                     (0, length), start, events=events,
                     rtol=1e-10, atol=1e-13, max_step=0.2)


def wave_frequencies(speeds, kappa, cosine=1.0, tau=0.0):
    """Eigenfrequencies of linearized ion continuity and momentum equations
    with Boltzmann electrons; cosine is that of the wave-to-flow angle."""
    matrix = np.zeros((4, 4))
    for j in range(2):
        matrix[j, j] = matrix[j + 2, j + 2] = speeds[j] * cosine
        matrix[j, j + 2] = HALF[j]
        matrix[j + 2, :2] = 1 / (1 + kappa**2)
        matrix[j + 2, j] += 3 * tau / HALF[j]
    return kappa * np.linalg.eigvals(matrix)


def slowest_long_wave(speeds):
    kappa = 1e-3
    return float(np.min(wave_frequencies(speeds, kappa).real) / kappa)


def fastest_growth(speeds, tau=0.0):
    kappas = np.linspace(0.01, 3.0, 1200)
    rates = [np.max(wave_frequencies(speeds, k, tau=tau).imag) for k in kappas]
    best = int(np.argmax(rates))
    return float(rates[best]), float(kappas[best])


# Criterion values and the linear response of the space charge
S_bad, S_control, S_stable = map(bohm_sum, (BAD, CONTROL, STABLE_BAD))
mean_bad, mean_control = BAD.mean(), CONTROL.mean()
assert mean_bad > 1 and S_bad > 1
assert abs(mean_bad - mean_control) < 1e-12 and S_control < 1
for pair, total in ((BAD, S_bad), (CONTROL, S_control)):
    step = 1e-5
    slope = (charge(step, pair) - charge(-step, pair)) / (2 * step)
    assert abs(slope - (1 - total)) < 1e-6

# Failing pair: a small potential oscillates instead of growing
def downward_zero(x, y):
    return y[0]
downward_zero.direction = -1
wavelength = 2 * np.pi / np.sqrt(S_bad - 1)
ripple = poisson(BAD, [1e-4, 0], 30, downward_zero)
measured_wavelength = float(np.diff(ripple.t_events[0])[0])
assert abs(measured_wavelength / wavelength - 1) < 1e-3
assert np.max(np.abs(ripple.y[0])) < 1.1e-4

# Control pair: the same small potential grows into a monotone sheath
early = poisson(CONTROL, [1e-5, 0], 4)
expected = 1e-5 * np.cosh(4 * np.sqrt(1 - S_control))
assert abs(early.y[0, -1] / expected - 1) < 3e-3  # small nonlinear remainder
def reaches_three(x, y):
    return y[0] - 3
reaches_three.terminal = True
sheath = poisson(CONTROL, [1e-4, 0], 200, reaches_three)
assert len(sheath.t_events[0]) == 1 and np.all(np.diff(sheath.y[0]) > 0)

# Barrier of the failing pair and the edge field that would overcome it
chi_neutral = brentq(charge, 0.01, 2, args=(BAD,))
chi_return = brentq(field_energy, chi_neutral, 3, args=(BAD,))
barrier = -field_energy(chi_neutral, BAD)
area = quad(charge, 0, chi_neutral, args=(BAD,), epsabs=1e-12)[0]
assert barrier > 0 and abs(area + barrier) < 1e-9
assert all(charge(c, BAD) < 0 for c in np.linspace(1e-4, 0.999 * chi_neutral, 200))
threshold_field = np.sqrt(2 * barrier)
def turns_back(x, y):
    return y[1]
turns_back.terminal = True
def reaches_one(x, y):
    return y[0] - 1
reaches_one.terminal = True
for factor, passes in ((0.9, False), (1.1, True)):
    run = poisson(BAD, [0, factor * threshold_field], 100,
                  [turns_back, reaches_one])
    assert (len(run.t_events[1]) == 1) == passes
    assert (len(run.t_events[0]) == 1) != passes

# Random beam sets: S = 1 suffices, S slightly above 1 fails, and S <= 1
# implies a mean speed of at least 1
rng = np.random.default_rng(7)
for trial in range(200):
    fractions = rng.dirichlet(np.ones(4))
    speeds = rng.uniform(0.5, 3.0, 4)
    speeds *= np.sqrt(bohm_sum(speeds, fractions))
    assert np.sum(fractions * speeds) >= 1 - 1e-12
    assert all(charge(c, speeds, fractions) > 0 for c in np.geomspace(0.01, 20, 30))
    assert charge(1e-4, speeds / np.sqrt(1.02), fractions) < 0

# No fast partner rescues a half-density beam at 0.6
S_floor = 0.5 / BAD[0]**2
assert S_floor > 1
for fast in (5.0, 50.0, 1000.0):
    assert charge(1e-4, np.array([BAD[0], fast])) < 0

# Wave picture: upstream signals occur exactly when the criterion fails
half_gap = (BAD[1] - BAD[0]) / 2
upstream = slowest_long_wave(BAD)
closed_wave = mean_bad - np.sqrt((2 * half_gap**2 + 1
                                 + np.sqrt(8 * half_gap**2 + 1)) / 2)
assert abs(upstream - closed_wave) < 1e-5 and upstream < 0
control_wave = slowest_long_wave(CONTROL)
assert control_wave > 0 and slowest_long_wave(STABLE_BAD) < 0
slow_limit = np.sqrt(0.5 / (1 - 0.5 / BAD[1]**2))
slow_from_waves = brentq(lambda s: slowest_long_wave(np.array([s, BAD[1]])), 0.6, 0.95)
assert abs(slow_limit - slow_from_waves) < 1e-5

# Two-stream instability of the beams
Te_eV, density_cm3, mass_u, Ti_eV = 3.0, 1e11, 40.0, 0.05
tau = Ti_eV / Te_eV
growth_cold, kappa_cold = fastest_growth(BAD)
growth_warm, kappa_warm = fastest_growth(BAD, tau)
G2 = half_gap**2 * (1 + kappa_cold**2)
closed_growth = kappa_cold / np.sqrt(1 + kappa_cold**2) * np.sqrt(
    (np.sqrt(8 * G2 + 1) - 2 * G2 - 1) / 2)
assert abs(growth_cold - closed_growth) < 1e-8 and growth_warm > 0.01
assert S_stable > 1
assert fastest_growth(STABLE_BAD)[0] < 1e-8
assert fastest_growth(STABLE_BAD, tau)[0] < 1e-8
oblique_growth = np.max(wave_frequencies(STABLE_BAD, 1.0, cosine=0.5).imag)
assert oblique_growth > 0.05

# Warm beams with flat velocity distributions
S_warm = bohm_sum(BAD, tau=tau)
half_width = np.sqrt(3 * tau)
S_quad = sum(0.5 * quad(lambda v: v**-2, u - half_width, u + half_width)[0]
             / (2 * half_width) for u in BAD)
assert abs(S_warm - S_quad) < 1e-9 and S_warm > S_bad

# Physical scales
mass = mass_u * const.atomic_mass
Te_J = Te_eV * const.e
bohm_speed = np.sqrt(Te_J / mass)
debye = np.sqrt(const.epsilon_0 * Te_J / (density_cm3 * 1e6 * const.e**2))
ion_frequency = bohm_speed / debye
field_unit = Te_eV / (debye * 100)
pressure_mTorr, gas_K, cross_cm2 = 1.0, 300.0, 1e-14
gas_density = pressure_mTorr * 1e-3 * const.torr / (const.k * gas_K)
free_path = 1 / (gas_density * cross_cm2 * 1e-4)
presheath_field = Te_eV / (free_path * 100)
assert presheath_field < threshold_field * field_unit
assert wavelength * debye < 0.1 * free_path

# Fast electrons lost to a floating wall change the allowed value of S
chi_wall = -np.log(mean_bad * np.sqrt(2 * np.pi * const.m_e / mass))
electron_excess = np.exp(-chi_wall) / (
    np.sqrt(np.pi * chi_wall) * (1 + erf(np.sqrt(chi_wall))))
def cut_electrons(chi):
    cutoff = np.sqrt(2 * (chi_wall - chi))
    returning = quad(lambda v: np.exp(-v*v/2), 0, cutoff, epsabs=1e-13)[0]
    outgoing = quad(lambda v: np.exp(-v*v/2), 0, 12, epsabs=1e-13)[0]
    return np.exp(-chi) * (returning + outgoing)
numeric_excess = -np.log(cut_electrons(1e-3) / cut_electrons(-1e-3)) / 2e-3 - 1
assert abs(numeric_excess - electron_excess) < 1e-6
assert S_bad > 1 + electron_excess

growth_time = 1 / (growth_warm * ion_frequency)
growth_distance = mean_bad * bohm_speed * growth_time
energies = 0.5 * BAD**2 * Te_eV


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Electron temperature", Te_eV, "eV")
show("Edge density", density_cm3, "cm^-3")
show("Ion mass", mass_u, "u")
show("Gas pressure", pressure_mTorr, "mTorr")
show("Gas temperature", gas_K, "K")
show("Rough ion-neutral cross section", cross_cm2, "cm^2")
show("Bohm speed", bohm_speed, "m/s")
show("Debye length", debye * 1e6, "um")
show("Ion plasma frequency", ion_frequency, "rad/s")
show("Slow beam speed", BAD[0] * bohm_speed, "m/s")
show("Fast beam speed", BAD[1] * bohm_speed, "m/s")
show("Slow beam energy", energies[0], "eV")
show("Fast beam energy", energies[1], "eV")
show("Mean speed, 0.6 and 2.0", mean_bad, "Bohm speeds")
show("Slow beam share of S", 0.5 / BAD[0]**2)
show("Fast beam share of S", 0.5 / BAD[1]**2)
show("S, 0.6 and 2.0", S_bad)
show("Effective speed S^(-1/2)", S_bad**-0.5, "Bohm speeds")
show("S floor for any fast partner of 0.6", S_floor)
show("Mean speed, 0.8 and 1.8", mean_control, "Bohm speeds")
show("S, 0.8 and 1.8", S_control)
show("Least slow speed with fast beam 2.0", slow_limit, "Bohm speeds")
show("Static wavelength, formula", wavelength, "Debye lengths")
show("Static wavelength, Poisson", measured_wavelength, "Debye lengths")
show("Static wavelength", wavelength * debye * 1e3, "mm")
show("chi where charge turns positive", chi_neutral)
show("chi where V returns to zero", chi_return)
show("Barrier depth -V_min", barrier)
show("Threshold edge field, scaled", threshold_field, "kTe/(e Debye length)")
show("Threshold edge field", threshold_field * field_unit, "V/cm")
show("Presheath field estimate", presheath_field, "V/cm")
show("Slowest long wave, 0.6 and 2.0", upstream, "Bohm speeds")
show("Slowest long wave, 0.6 and 2.0", upstream * bohm_speed, "m/s")
show("Slowest long wave, 0.8 and 1.8", control_wave, "Bohm speeds")
show("Beam temperature in warm check", Ti_eV, "eV")
show("S with warm beams", S_warm)
show("Ion-neutral mean free path", free_path * 1e3, "mm")
show("Static wavelength / mean free path", wavelength * debye / free_path)
show("Wall potential drop", chi_wall * Te_eV, "V")
show("Rise of allowed S by electron loss", electron_excess)
show("Cold two-stream growth rate", growth_cold, "ion plasma frequencies")
show("Warm two-stream growth rate", growth_warm, "ion plasma frequencies")
show("kappa of fastest warm growth", kappa_warm)
show("Warm growth time", growth_time * 1e6, "us")
show("Distance moved in growth time", growth_distance * 1e3, "mm")
show("Mean speed, 0.6 and 2.8", STABLE_BAD.mean(), "Bohm speeds")
show("S, 0.6 and 2.8", S_stable)
show("Growth at 60 deg, kappa 1, 0.6 and 2.8", oblique_growth, "ion plasma freq.")
print("no test failed")
```

Output:

```
Electron temperature: 3 eV
Edge density: 1e+11 cm^-3
Ion mass: 40 u
Gas pressure: 1 mTorr
Gas temperature: 300 K
Rough ion-neutral cross section: 1e-14 cm^2
Bohm speed: 2690 m/s
Debye length: 40.72 um
Ion plasma frequency: 6.607e+07 rad/s
Slow beam speed: 1614 m/s
Fast beam speed: 5380 m/s
Slow beam energy: 0.54 eV
Fast beam energy: 6 eV
Mean speed, 0.6 and 2.0: 1.3 Bohm speeds
Slow beam share of S: 1.389
Fast beam share of S: 0.125
S, 0.6 and 2.0: 1.514
Effective speed S^(-1/2): 0.8127 Bohm speeds
S floor for any fast partner of 0.6: 1.389
Mean speed, 0.8 and 1.8: 1.3 Bohm speeds
S, 0.8 and 1.8: 0.9356
Least slow speed with fast beam 2.0: 0.7559 Bohm speeds
Static wavelength, formula: 8.765 Debye lengths
Static wavelength, Poisson: 8.765 Debye lengths
Static wavelength: 0.3569 mm
chi where charge turns positive: 0.1916
chi where V returns to zero: 0.3142
Barrier depth -V_min: 0.002126
Threshold edge field, scaled: 0.06521 kTe/(e Debye length)
Threshold edge field: 48.05 V/cm
Presheath field estimate: 0.9656 V/cm
Slowest long wave, 0.6 and 2.0: -0.1488 Bohm speeds
Slowest long wave, 0.6 and 2.0: -400.3 m/s
Slowest long wave, 0.8 and 1.8: 0.02877 Bohm speeds
Beam temperature in warm check: 0.05 eV
S with warm beams: 1.739
Ion-neutral mean free path: 31.07 mm
Static wavelength / mean free path: 0.01149
Wall potential drop: 13.25 V
Rise of allowed S by electron loss: 0.001622
Cold two-stream growth rate: 0.1599 ion plasma frequencies
Warm two-stream growth rate: 0.1672 ion plasma frequencies
kappa of fastest warm growth: 0.7506
Warm growth time: 0.0905 us
Distance moved in growth time: 0.3165 mm
Mean speed, 0.6 and 2.8: 1.7 Bohm speeds
S, 0.6 and 2.8: 1.453
Growth at 60 deg, kappa 1, 0.6 and 2.8: 0.2273 ion plasma freq.
no test failed
```
